**Effective density and contact-density error in the Mössbauer isomer shift**

The program tests the isomer shift $\delta E=(2\pi Z/3)\,\Delta\bar\rho\,\Delta\langle r^2\rangle$, where $Z$ is the nuclear charge, $\langle r^2\rangle$ the mean square nuclear charge radius and $\bar\rho$ the electron density averaged with the weight $w=(3/2\pi Z)\,\partial V/\partial\langle r^2\rangle$, $V$ being the nuclear potential energy of an electron. It solves the radial Dirac equation for uniform-sphere nuclei of tin and gold, for a bare 1s electron and for valence electrons in a fixed model potential. It asserts that energy derivatives from displaced nuclear radii agree with the effective-density formula to one part in a thousand, and that the solver reproduces the point-nucleus 1s energy. It also asserts the expansion $K=\bar\rho/\rho(0)=1-(1327/6930)(Z/c)^2-(17/42)ZR$ in atomic units, with $R$ the sphere radius and $c$ the speed of light, including the fourth-order scaling of the remainder at $R\to0$. Further assertions compare $K$ among 1s, valence s and valence p$_{1/2}$ orbitals, and check that the weight of a Gaussian nucleus equals its charge distribution. For the shift due to one model valence s electron, the output shows that the contact density overestimates it by 2.8 percent for tin and 7.0 percent for gold with the uniform sphere. With a Gaussian nucleus of equal $\langle r^2\rangle$ the errors are 4.4 and 10.9 percent, so the error depends on the nuclear model.

## Check in Python

```python
"""
Result under test: the Moessbauer isomer shift is
    dE = (2 pi Z / 3) * (difference of effective densities) * (change of <r^2>),
where the effective density is the electron density averaged with the weight
    w(r) = 3/(2 pi Z) * dV_nuc/d<r^2>.
Uniform sphere of radius R: w = 15/(8 pi R^3) * (1 - r^2/R^2) for r < R.
Gaussian nucleus: w equals the normalized nuclear charge distribution.
For s electrons and the uniform sphere, effective/contact density is
    K = 1 - (1327/6930) zeta^2 - (17/42) Z R + higher orders,  zeta = Z/c.
Symbols (atomic units): Z nuclear charge, c speed of light, P and Q the large
and small radial functions, kappa = -1 for s1/2 and +1 for p1/2.
The valence electron moves in a fixed model potential, not a self-consistent one.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.special import erf

C = 1.0 / const.fine_structure
BOHR_M = const.physical_constants["Bohr radius"][0]
ANG = BOHR_M * 1e10
EV = const.physical_constants["Hartree energy in eV"][0]
N_IN, N_OUT = 800, 4000          # even numbers of logarithmic steps


def potential(r, Z, R, screened):
    """Uniform-sphere nucleus, plus repulsion of Z-1 smeared electrons."""
    v = np.where(r < R, -Z / (2 * R) * (3 - (r / R) ** 2), -Z / r)
    if screened:
        b = 1.65 * Z ** (-1 / 3)
        v = v + (Z - 1) * (2 * b + r) / (b + r) ** 2
    return v


def step_matrices(energy, v1, v2, r1, r2, h, kappa):
    """Fourth-order Magnus propagators of the radial Dirac equation in ln r."""
    q1, q2 = r1 * (energy - v1 + 2 * C**2) / C, r2 * (energy - v2 + 2 * C**2) / C
    s1, s2 = -r1 * (energy - v1) / C, -r2 * (energy - v2) / C
    k = np.sqrt(3) / 12 * h**2
    a = -kappa * h - k * (q1 * s2 - q2 * s1)
    b = h / 2 * (q1 + q2) - k * 2 * kappa * (q1 - q2)
    d = h / 2 * (s1 + s2) - k * 2 * kappa * (s2 - s1)
    root = np.sqrt(a * a + b * d + 1e-30 + 0j)
    ch, sh = np.cosh(root).real, (np.sinh(root) / root).real
    return ch + sh * a, sh * b, sh * d, ch - sh * a


def propagate(m11, m12, m21, m22, p, q):
    ps, qs = [p], [q]
    for a, b, d, e in zip(m11.tolist(), m12.tolist(), m21.tolist(), m22.tolist()):
        p, q = a * p + b * q, d * p + e * q
        ps.append(p)
        qs.append(q)
    return np.array(ps), np.array(qs)


def solve_state(Z, R, kappa, nodes, screened):
    """Eigenvalue by node counting; densities from the normalized orbital."""
    r_max = 40.0 if screened else 40.0 / Z
    t = np.concatenate([np.linspace(np.log(R) - 8, np.log(R), N_IN + 1),
                        np.linspace(np.log(R), np.log(r_max), N_OUT + 1)[1:]])
    r, h = np.exp(t), np.diff(t)
    mid = (t[1:] + t[:-1]) / 2
    r1, r2 = np.exp(mid - h * np.sqrt(3) / 6), np.exp(mid + h * np.sqrt(3) / 6)
    v1, v2 = potential(r1, Z, R, screened), potential(r2, Z, R, screened)
    v0 = float(potential(r[0], Z, R, screened))

    def outward(energy):
        mats = step_matrices(energy, v1, v2, r1, r2, h, kappa)
        if kappa == -1:
            start = (1.0, -(energy - v0) * r[0] / (3 * C))
        else:
            start = ((energy - v0 + 2 * C**2) * r[0] / (3 * C), 1.0)
        return mats, propagate(*mats, *map(float, start))

    low, high = (-20.0, -0.01) if screened else (-float(Z) ** 2, -0.01 * Z**2)
    for _ in range(58):
        energy = (low + high) / 2
        p = outward(energy)[1][0]
        if np.count_nonzero(np.diff(np.signbit(p).astype(int))) > nodes:
            high = energy
        else:
            low = energy
    energy = (low + high) / 2
    mats, (p, q) = outward(energy)
    m = int(np.searchsorted(r, r_max / 10))
    a, b, d, e = (x[m:][::-1] for x in mats)
    p_in, q_in = propagate(e, -b, -d, a, 0.0, -1e-30)   # inverse steps, det = 1
    p_in, q_in = p_in[::-1], q_in[::-1]
    scale = (p[m] * p_in[0] + q[m] * q_in[0]) / (p_in[0] ** 2 + q_in[0] ** 2)
    p[m:], q[m:] = scale * p_in, scale * q_in
    dens = p**2 + q**2
    y = dens * r
    norm = simpson(y[:N_IN + 1], x=t[:N_IN + 1]) + simpson(y[N_IN:], x=t[N_IN:])
    ri, yi, ti = r[:N_IN + 1], y[:N_IN + 1] / norm, t[:N_IN + 1]
    weight = 15 / (8 * np.pi * R**3) * (1 - (ri / R) ** 2)
    return {"E": energy,
            "contact": dens[0] / norm / (4 * np.pi * r[0] ** 2),
            "eff": simpson(weight * yi, x=ti),
            "plain": simpson(3 / (4 * np.pi * R**3) * yi, x=ti)}


def interior_ratio(zeta, mu, gaussian=False):
    """Effective/contact density from the s1/2 equations near the nucleus,
    lengths in units of R, mu = 2 c R; orbital energy and screening dropped."""
    s = 1 / np.sqrt(5)           # Gaussian width with the sphere's <r^2>
    if gaussian:
        u = lambda x: zeta * erf(x / (np.sqrt(2) * s)) / x
        w = lambda x: np.exp(-x * x / (2 * s * s)) / (2 * np.pi * s * s) ** 1.5
        end = 8 * s
    else:
        u = lambda x: zeta * (3 - x * x) / 2
        w = lambda x: 15 / (8 * np.pi) * (1 - x * x)
        end = 1.0

    def rhs(x, y):
        g, f, _ = y
        return [(u(x) + mu) * f, -2 * f / x - u(x) * g,
                4 * np.pi * x * x * w(x) * (g * g + f * f)]
    x0 = 1e-4
    u0 = u(x0)
    y0 = [1 - u0 * (u0 + mu) * x0**2 / 6, -u0 * x0 / 3, 0.0]
    return solve_ivp(rhs, (x0, end), y0, method="DOP853",
                     rtol=1e-11, atol=1e-13).y[2, -1]


# Dirac solver against the point-nucleus 1s energy, using a tiny nucleus
tiny = solve_state(50, 1.1e-7, -1, 0, False)["E"]
point = C**2 * (np.sqrt(1 - (50 / C) ** 2) - 1)
assert abs(tiny / point - 1) < 1e-7

# Expansion of K: the remainder must be of fourth order in zeta
second = 1327 / 6930
rem = [interior_ratio(z, 0.0) - (1 - second * z * z) for z in (0.1, 0.2)]
assert 14 < rem[1] / rem[0] < 18
mass_slope = (interior_ratio(0.05, 0.01) - interior_ratio(0.05, 0.0)) / (0.05 * 0.01 / 2)
assert abs(mass_slope / (-17 / 42) - 1) < 0.02

# Gaussian nucleus: differentiate its potential with respect to <r^2> = 3 s^2
def v_gauss(r, msq):
    return -erf(r / np.sqrt(2 * msq / 3)) / r


for r_test in (0.3, 0.8, 1.5):
    slope = (v_gauss(r_test, 0.6 + 1e-4) - v_gauss(r_test, 0.6 - 1e-4)) / 2e-4
    n_test = np.exp(-r_test**2 / 0.4) / (0.4 * np.pi) ** 1.5
    assert abs(3 / (2 * np.pi) * slope / n_test - 1) < 1e-4

REL_DR = 1e-4                    # chosen relative change of nuclear radius
DISP = 0.02                      # relative radius displacement in the energy test
print(f"chosen relative radius change dR/R: {REL_DR:.1e}")
print(f"fourth-order remainder ratio (16 expected): {rem[1] / rem[0]:.2f}")
for name, Z, A, n in (("Sn", 50, 119, 5), ("Au", 79, 197, 6)):
    R = 1.2e-15 * A ** (1 / 3) / BOHR_M
    zeta = Z / C
    core = solve_state(Z, R, -1, 0, False)
    val = solve_state(Z, R, -1, n - 1, True)
    pval = solve_state(Z, R, 1, n - 2, True)
    # energy derivative from displaced radii against the effective density
    slopes = []
    for state, nodes, scr in ((core, 0, False), (val, n - 1, True)):
        up = solve_state(Z, R * (1 + DISP), -1, nodes, scr)["E"]
        dn = solve_state(Z, R * (1 - DISP), -1, nodes, scr)["E"]
        numeric = (up - dn) / (2 * DISP * R)
        formula = 2 * np.pi * Z / 3 * state["eff"] * 6 * R / 5
        assert abs(numeric / formula - 1) < 1e-3
        slopes.append((numeric, formula))
    k_core, k_val, k_p = (s["eff"] / s["contact"] for s in (core, val, pval))
    k_in = interior_ratio(zeta, 2 * C * R)
    k_gauss = interior_ratio(zeta, 2 * C * R, gaussian=True)
    k_series = 1 - second * zeta**2 - 17 / 42 * Z * R
    assert abs(k_core - k_val) < 1e-3 and abs(k_in - k_val) < 1e-3
    assert abs(k_p - k_val) < 5e-3
    assert abs(k_series - k_val) < 0.05 * zeta**4
    assert k_gauss < k_val < 1 and val["plain"] < val["eff"]
    factor = 2 * np.pi * Z / 3 * 6 / 5 * R**2 * REL_DR * EV
    print(f"{name}: Z = {Z}, A = {A}, zeta = {zeta:.5f}, Z*R = {Z * R:.6f} (a.u.)")
    print(f"{name} nuclear radius R: {R * ANG:.4e} angstrom")
    print(f"{name} depth 3Z/(2R) at centre: {1.5 * Z / R * EV:.4e} eV")
    print(f"{name} bare-nucleus 1s energy: {core['E'] * EV:.2f} eV")
    print(f"{name} model {n}s energy: {val['E'] * EV:.4f} eV")
    print(f"{name} {n}s contact density: {val['contact'] / ANG**3:.3f} angstrom^-3")
    print(f"{name} {n}s effective density: {val['eff'] / ANG**3:.3f} angstrom^-3")
    print(f"{name} {n}s plain sphere average: {val['plain'] / ANG**3:.3f} angstrom^-3")
    print(f"{name} {n}p1/2 contact density: {pval['contact'] / ANG**3:.3f} angstrom^-3")
    print(f"{name} {n}s dE/dR from energies: {slopes[1][0] * EV / ANG:.5f} eV/angstrom")
    print(f"{name} {n}s dE/dR from formula: {slopes[1][1] * EV / ANG:.5f} eV/angstrom")
    print(f"{name} K, bare 1s: {k_core:.5f}")
    print(f"{name} K, model {n}s: {k_val:.5f}")
    print(f"{name} K, model {n}p1/2: {k_p:.5f}")
    print(f"{name} K, interior equations only: {k_in:.5f}")
    print(f"{name} K, second-order formula: {k_series:.5f}")
    print(f"{name} K, Gaussian nucleus: {k_gauss:.5f}")
    print(f"{name} contact error, uniform sphere: {100 * (1 / k_val - 1):.2f} percent")
    print(f"{name} contact error, Gaussian: {100 * (1 / k_gauss - 1):.2f} percent")
    print(f"{name} shift per {n}s electron, effective: {factor * val['eff']:.4e} eV")
    print(f"{name} shift per {n}s electron, contact: {factor * val['contact']:.4e} eV")

print("success")
```

Printed output:

```
chosen relative radius change dR/R: 1.0e-04
fourth-order remainder ratio (16 expected): 15.97
Sn: Z = 50, A = 119, zeta = 0.36487, Z*R = 0.005577 (a.u.)
Sn nuclear radius R: 5.9024e-05 angstrom
Sn depth 3Z/(2R) at centre: 1.8297e+07 eV
Sn bare-nucleus 1s energy: -35226.68 eV
Sn model 5s energy: -19.5716 eV
Sn 5s contact density: 338.329 angstrom^-3
Sn 5s effective density: 329.091 angstrom^-3
Sn 5s plain sphere average: 325.848 angstrom^-3
Sn 5p1/2 contact density: 6.354 angstrom^-3
Sn 5s dE/dR from energies: 35.14823 eV/angstrom
Sn 5s dE/dR from formula: 35.14857 eV/angstrom
Sn K, bare 1s: 0.97278
Sn K, model 5s: 0.97269
Sn K, model 5p1/2: 0.97420
Sn K, interior equations only: 0.97268
Sn K, second-order formula: 0.97225
Sn K, Gaussian nucleus: 0.95823
Sn contact error, uniform sphere: 2.81 percent
Sn contact error, Gaussian: 4.36 percent
Sn shift per 5s electron, effective: 2.0746e-07 eV
Sn shift per 5s electron, contact: 2.1329e-07 eV
Au: Z = 79, A = 197, zeta = 0.57649, Z*R = 0.010424 (a.u.)
Au nuclear radius R: 6.9824e-05 angstrom
Au depth 3Z/(2R) at centre: 2.4438e+07 eV
Au bare-nucleus 1s energy: -93411.06 eV
Au model 6s energy: -22.8204 eV
Au 6s contact density: 1848.293 angstrom^-3
Au 6s effective density: 1727.619 angstrom^-3
Au 6s plain sphere average: 1686.211 angstrom^-3
Au 6p1/2 contact density: 111.437 angstrom^-3
Au 6s dE/dR from energies: 344.87541 eV/angstrom
Au 6s dE/dR from formula: 344.88166 eV/angstrom
Au K, bare 1s: 0.93514
Au K, model 6s: 0.93471
Au K, model 6p1/2: 0.93738
Au K, interior equations only: 0.93465
Au K, second-order formula: 0.93214
Au K, Gaussian nucleus: 0.90144
Au contact error, uniform sphere: 6.98 percent
Au contact error, Gaussian: 10.93 percent
Au shift per 6s electron, effective: 2.4081e-06 eV
Au shift per 6s electron, contact: 2.5763e-06 eV
success
```
